# Pole Expansion with Selected Inversion Does Not Rely on Nearsightedness

Take a sheet of metal near room temperature, described in a basis of localized orbitals. Each orbital couples to a few neighbours, so the Hamiltonian matrix $H$ is almost entirely zeros. The density matrix is different: in a metal its entries fall off slowly with distance, and orbitals ten spacings apart can remain noticeably correlated. Can the energy be found without diagonalizing $H$, and without pretending that those distant entries vanish?

Pole expansion with selected inversion computes a small share of the density matrix and leaves the rest alone. From this grows a reasonable belief: the method must be assuming that the rest is negligible. That assumption, called nearsightedness, is sound in an insulator with a good gap and poor in a cold metal, so the method should fail for metals.

The belief is tempting because a method that does discard distant entries produces output that looks the same: a sparse table of density-matrix entries. But a table can be sparse because the other entries were set to zero, or because nobody asked for them. Here it is the second.

## Which entries the energy needs

Let the basis be orthonormal and $H$ real and symmetric. For independent electrons at temperature $T$ and chemical potential $\mu$, the density matrix per spin is

$$D=f(H-\mu),\qquad f(x)=\frac{1}{1+e^{\beta x}},\qquad \beta=\frac1{kT},$$

where $x$ is an energy measured from $\mu$. The band energy, with a factor 2 for spin, is

$$E_{\rm band}=2\,{\rm Tr}(DH)=2\sum_{ij}D_{ij}H_{ij}.$$

An entry $D_{ij}$ with $H_{ij}=0$ is multiplied by zero, however large it is. The electron number $2\sum_iD_{ii}$ needs the diagonal alone. The task is therefore to obtain a few entries of $D$ accurately while the others keep their true, unknown values. It takes two steps: write $f$ as a sum of simple poles, which turns $D$ into a sum of inverses, and then compute selected entries of each inverse.

## From the Fermi function to poles

Since $f(x)=\frac12-\frac12\tanh(\beta x/2)$, only the hyperbolic tangent has to be expanded. Taking the logarithmic derivative of the product $\cosh s=\prod_{n\ge0}[1+4s^2/((2n+1)^2\pi^2)]$ and setting $s=\beta x/2$ gives

$$\tanh\frac{\beta x}{2}=x\,g(x^2),\qquad g(y)=\frac4\beta\sum_{n\ge0}\frac1{y+\omega_n^2},\qquad \omega_n=(2n+1)\pi kT .$$

Let all levels satisfy $|x|\le E$. In the variable $y=x^2$ the spectrum lies in $[0,E^2]$, and the poles of $g$ lie on the negative axis at or below $-\omega_0^2$, where $\omega_0=\pi kT$. The separation between the two sets comes from temperature. There may be levels right at $x=0$.

We want to replace $g$ by a short sum of poles placed on a closed curve between the two sets. Define

$$\kappa=\frac E{\omega_0},\qquad \sqrt R=\kappa+\sqrt{\kappa^2+1},\qquad d=\frac{(R-1)\omega_0^2}{2},\qquad w=d\,\frac{t-1}{t+R}.$$

The map takes $t=1$ to $w=0$ and $t=-1$ to $-2d/(R-1)=-\omega_0^2$. It takes $t=R$ to $d(R-1)/(2R)=\omega_0^2(R-1)^2/(4R)$. Because $\sqrt R-1/\sqrt R=2\kappa$, this equals $\omega_0^2\kappa^2=E^2$. As $t$ falls from $-1$ to $-R$, $w$ runs from $-\omega_0^2$ to $-\infty$. So $[1,R]$ becomes the spectrum and $[-R,-1]$ the region holding the poles of $g$. The imaginary $t$ axis, midway between them, becomes a circle crossing the real axis at $-d/R$ and $d$.

To place points well on this circle, set $t=i\,{\rm sn}\,u/{\rm cn}\,u$, with Jacobi elliptic functions of complementary modulus $k'=1/R$. Let $K$ and $K'$ be the complete elliptic integrals for $k=\sqrt{1-k'^2}$ and $k'$. Four standard properties are needed:

- $t$ has period $2K$, and $t(-u)=-t(u)$;
- $t(u\pm2iK')=-t(u)$;
- $t(u-iK')=1/{\rm dn}\,u$ and $t(u+iK')=-1/{\rm dn}\,u$, where ${\rm dn}\,u$ covers $[1/R,1]$ for real $u$;
- $t$ takes each value twice in a cell of sides $2K$ and $4iK'$.

Real $u$ thus traces the circle, the spectrum lies on the line ${\rm Im}\,u=-K'$, and the poles of $g$ lie on ${\rm Im}\,u=+K'$.

Choose an even number $P$ of midpoints, $u_j=(j-\frac12)h$ with $h=2K/P$, over one period. Write $w_j=w(u_j)$ and $w_j'=dw/du$ there. The approximation is Cauchy's integral turned into a sum, with a minus sign because the circle is traversed clockwise:

$$g_P(y)=\sum_{j=1}^{P}\frac{c_j}{w_j-y},\qquad c_j=-\frac{h}{2\pi i}\,w'_j\,g(w_j).$$

To return to $x$, put $z_j=\sqrt{w_j}$ and use

$$\frac{x}{z_j^2-x^2}=-\frac12\left[\frac1{x-z_j}+\frac1{x+z_j}\right].$$

The points $u_j$ and $-u_j$ give complex-conjugate terms, so half of them suffice if we take twice the real part:

$$f_P(x)=\frac12-\frac x2g_P(x^2)=\frac12+{\rm Re}\sum_{0<u_j<K}\frac{c_j}{2}\left[\frac1{x-z_j}+\frac1{x+z_j}\right].$$

These are $P$ poles, $\zeta_l=\pm z_j$, with weights $a_l=c_j/2$. In matrix form,

$$D_P=\frac12 I+{\rm Re}\sum_{l=1}^{P}a_l\,(H-\mu-\zeta_l)^{-1}.$$

## An error bound that never mentions distance

Insert the series for $g$ into $g_P$. For one term, with $\omega=\omega_n$,

$$\frac1{(w-y)(w+\omega^2)}=\frac1{y+\omega^2}\left[\frac1{w-y}-\frac1{w+\omega^2}\right].$$

Hence

$$g_P(y)=\frac4\beta\sum_n\frac{S_n}{y+\omega_n^2},\quad S_n=-\frac h{2\pi i}\sum_j\varphi(u_j),\quad \varphi=\frac{d}{du}\ln\frac{w(u)-y}{w(u)+\omega_n^2}.$$

If every $S_n$ were 1, the result would be exact. To see how far $S_n$ is from 1, define $I_m=\int_{-K}^{K}\varphi(u)e^{-i\pi mu/K}du$. At the midpoints, Fourier components whose index is not a multiple of $P$ sum to zero, and those with index $pP$ acquire the sign $(-1)^p$. Therefore

$$h\sum_j\varphi(u_j)=\sum_p(-1)^pI_{pP}.$$

Now shift the contour of $I_m$, $m\ge0$, down by $2iK'$. The vertical sides cancel by periodicity. The shift crosses the two points $\pm s-iK'$ where $w=y$, each with residue 1 in $\varphi$. On the new line $w(u-2iK')=w(-u)$, so $\varphi(u-2iK')=-\varphi(-u)$. With $q=e^{-\pi K'/K}$ this gives

$$I_m=-q^{2m}I_{-m}-4\pi i\,q^m\cos\frac{\pi ms}{K}.$$

Shifting $I_{-m}$ up instead crosses the two points $\pm s'+iK'$ where $w=-\omega_n^2$, with residue $-1$ each, and gives

$$I_{-m}=-q^{2m}I_m-4\pi i\,q^m\cos\frac{\pi ms'}{K}.$$

For $m=0$ the first relation reads $I_0=-I_0-4\pi i$, so $I_0=-2\pi i$, which contributes precisely 1 to $S_n$. For $m>0$, substitute the second relation into the first and bound the cosines by 1:

$$|I_m|\le4\pi q^m\frac{1+q^{2m}}{1-q^{4m}}=\frac{4\pi q^m}{1-q^{2m}},$$

and likewise for $I_{-m}$. With $\rho=q^P=e^{-\pi PK'/K}$, the terms $p=\pm1,\pm2,\dots$ add up to

$$|S_n-1|\le4\sum_{p\ge1}\frac{\rho^p}{1-\rho^{2p}}\le\frac{4\rho}{(1-\rho)(1-\rho^2)}.$$

All terms in the series for $g$ are positive, so the relative error of $g_P$ obeys the same bound. Multiplying by $\frac12|x|g(x^2)=\frac12|\tanh(\beta x/2)|\le\frac12$ gives

$$|f_P(x)-f(x)|\le\frac{2\rho}{(1-\rho)(1-\rho^2)}\qquad(|x|\le E).$$

The matrix $D_P-D$ has the eigenvalues $f_P-f$, and no entry of a symmetric matrix exceeds its largest eigenvalue in magnitude. The bound therefore holds for every entry of $D_P$, near or far. Neither a gap nor any decay of $D$ was used.

## What a metal costs

For a target error $\delta\ll1$ we need $2\rho\approx\delta$, that is, $P\approx(K/\pi K')\ln(2/\delta)$. When $\kappa$ is large, $R\approx4\kappa^2$, $K\approx\ln(4R)\approx2\ln(4\kappa)$ and $K'\approx\pi/2$. Thus

$$P\approx\frac4{\pi^2}\,\ln\!\left(\frac{4E}{\pi kT}\right)\ln\frac2\delta .$$

An insulator at $T=0$, with $\mu$ at midgap and half-gap $G$, has $f(x)=\frac12-\frac12x/\sqrt{x^2}$. Since

$$\frac1{\sqrt{x^2}}=\frac2\pi\int_0^\infty\frac{ds}{x^2+s^2},$$

this is again a positive sum of simple terms. Setting $y=x^2-G^2$ puts the spectrum in $[0,E^2-G^2]$ and the singularities at or below $-G^2$. The same proof applies with $\omega_0\to G$ and $E\to\sqrt{E^2-G^2}$ in the map, and with $z_j=\sqrt{w_j+G^2}$.

This is where the gap enters. It sets a logarithm in the number of poles, and in a metal $\pi kT$ takes its place. The statement that metals cost logarithmically more needs $kT>0$. As $T\to0$ the estimate for $P$ grows without limit, though slowly: for $\delta=10^{-8}$, a tenfold drop in temperature adds $(4/\pi^2)\ln10\,\ln(2\times10^8)\approx17.8$ poles. At $T=0$, with levels filling the region around $\mu$ densely, $f$ jumps by 1. A finite sum of poles off the real axis is continuous there and must miss by at least $\frac12$ near the jump.

## Selected entries of an inverse

For each pole we need some entries of $A^{-1}$, where $A=H-\mu-\zeta$ is sparse, symmetric and complex. Separate the first row and column, and eliminate them:

$$A=\begin{pmatrix}a&b^T\\ b&B\end{pmatrix},\qquad \ell=\frac ba,\qquad S=B-b\,\ell^T.$$

The inverse is

$$A^{-1}=\begin{pmatrix}a^{-1}+\ell^TS^{-1}\ell&-\ell^TS^{-1}\\-S^{-1}\ell&S^{-1}\end{pmatrix}.$$

To check the first column, multiply it by $A$. The upper part gives $1+a\ell^TS^{-1}\ell-b^TS^{-1}\ell=1$, because $a\ell=b$. The lower part gives $\ell+b\ell^TS^{-1}\ell-BS^{-1}\ell$, which vanishes because $B=S+b\ell^T$. The second column is checked the same way: its upper part is $-a\ell^TS^{-1}+b^TS^{-1}=0$ and its lower part is $(B-b\ell^T)S^{-1}=I$.

Elimination proceeds through all columns, and the inverse is then built from the last column back to the first. Let $C$ be the set of rows where $\ell$ is nonzero. The new column is wanted on $C$ and on the diagonal:

$$(A^{-1})_{C1}=-(A^{-1})_{CC}\,\ell_C,\qquad (A^{-1})_{11}=a^{-1}-\ell_C^T(A^{-1})_{C1}.$$

The right-hand side calls for entries between members of $C$. The update $-b\ell^T$ created a place in the pattern for every such pair, so those entries have already been computed. The recursion closes on the pattern of the eliminated matrix, which contains the pattern of $H$. Apart from rounding, the entries obtained are those of the full inverse. The influence of distant sites has been carried in by the elimination, not cut off.

The elimination must not meet a zero pivot. Let $A_0=M-\zeta$ be the block already eliminated, with $M$ real and symmetric, and let $r$ be the real column joining it to the next site. Since $\zeta$ is not real, $A_0$ is invertible. Put $v=A_0^{-1}r$. The pivot is $p=A_{jj}-r^Tv$. As $r=A_0v$ is real, $r^Tv=v^\dagger A_0^\dagger v=v^\dagger Mv-\zeta^*v^\dagger v$. Taking imaginary parts,

$${\rm Im}\,p=-{\rm Im}\,\zeta\,(1+v^\dagger v),\qquad |p|\ge|{\rm Im}\,\zeta|>0.$$

The factorization exists with or without a gap.

The price depends on dimension. Order the sites by nested dissection: a dividing line or plane is eliminated after the two halves it separates, and each half is treated likewise. For $N$ sites in $n$ dimensions the largest divider has about $N^{(n-1)/n}$ sites, and eliminating it as a dense block costs the cube of that: $N^{3/2}$ in two dimensions and $N^2$ in three. Halving the side of a region makes its divider 8 times cheaper in two dimensions, with 4 times as many regions; in three dimensions the factors are 64 and 8. A divider is also coupled to the dividers that bound its region, and these hold at most a fixed multiple of its own number of sites. This raises its cost by a bounded factor. The ratios $4/8$ and $8/64$ apply once regions are enclosed on all sides, and in two and in three dimensions each of the first few halvings below the largest divider costs more than it does. The smaller dividers still add a convergent series, so the powers of $N$ are unchanged. In a chain each divider is one site, and the total is of order $N$. The method is therefore linear scaling for chain-like systems, not in general. These powers are the same for metals and insulators.

## A metal and an insulator on the same lattice

Consider an open $20\times20$ square lattice with nearest-neighbour hopping 1 eV. The metal has $\mu=-2$ eV, exactly on a level, and $kT=0.025$ eV, about 290 K. The insulator has site energies alternating between $+2$ and $-2$ eV, $\mu=0$ and $T=0$; its half-gap is 2 eV. The target error is $10^{-8}$ per entry.

For the metal $E=6$ eV, so

$$P\approx0.405\times\ln\frac{4\times6}{\pi\times0.025}\times\ln(2\times10^8)\approx0.405\times5.72\times19.1\approx44.$$

The full bound, with $P$ even, requires 46. For the insulator $E^2=20$ eV$^2$ and $\sqrt{E^2-G^2}=4$ eV. The logarithm is $\ln8\approx2.08$, and the estimate is 16; the full bound requires 18. The count guaranteed by the bound is 2.56 times as large for the metal as for the insulator. These are sufficient counts, not minimal ones: by trial on the scalar function this construction already meets the target with 16 for the insulator and 44 for the metal. Other placements of the poles need far fewer inversions. Zolotarev's rational approximation of the sign function meets the target for the insulator with 5 conjugate pairs on the imaginary axis, one inversion each. For the metal, a rational fit of $g(y)$ with 10 poles on the negative $y$ axis and a constant term meets it with 10 inversions. The contour construction is used here because its bound is short to prove.

Both systems use the same pattern: 5.8 % of the matrix entries are computed, and 1.2 % are needed for the energy. The errors below are the largest absolute differences from full diagonalization of the same model.

| | Metal | Insulator |
|---|---|---|
| Largest uncomputed $\lvert D_{ij}\rvert$ | 0.126 | 0.054 |
| Largest $\lvert D_{ij}\rvert$ at 10 or more spacings | $1.7\times10^{-2}$ | $3.3\times10^{-5}$ |
| Error, selected entries | $3.8\times10^{-10}$ | $1.4\times10^{-10}$ |
| Error, box scheme | $2.3\times10^{-2}$ | $2.4\times10^{-7}$ |

The first three rows contradict the belief directly. In the metal the largest uncomputed entry, 0.126, joins diagonal neighbours, and the entry of size $1.7\times10^{-2}$ at 10 or more spacings also lies outside the computed pattern; yet the computed entries are correct to better than $10^{-9}$. Had accuracy depended on the missing entries being small, that would be impossible. Both values are raised by the open edges: on the infinite lattice at the same $\mu$ and $kT$ the diagonal-neighbour entry is 0.096 and the largest entry at 10 or more spacings is $5.8\times10^{-3}$, still far above the target. Even the insulator has uncomputed entries far above the target error. The metal's band energy, $-413.276$ eV, differs from the diagonalization result by $4.3\times10^{-8}$ eV.

The last row shows what reliance on nearsightedness looks like. There each row of $D$ is computed from a box of at most $13\times13$ sites around its own site, as if the rest of the lattice did not exist; the errors are those of the diagonal and nearest-neighbour entries. This works well for the insulator and badly for the metal. The belief describes this scheme correctly, and errs in applying the description to selected inversion.

The numerical check also compares the scalar function $f_P$ with $f$ on $|x|\le6$ eV at five temperatures, from $kT=0.1$ to $10^{-5}$ eV. The least even number of poles found by trial rises from 34 to 104; a straight-line fit through the five counts gives 17.6 per decade, close to the predicted 17.8. The work of one elimination, counted as the sum of squared column lengths of the filled pattern and compared before and after doubling the lattice side, grows as $N^{1.01}$, $N^{1.64}$ and $N^{2.17}$ in one, two and three dimensions. On these finite lattices the last two exponents lie above the limits $3/2$ and 2.

## What remains of the belief

Locality does matter in one place: the basis must be local enough to make $H$ sparse. That is a property of the basis and the Hamiltonian, and a metal can have it as well as an insulator. If $H$ is dense, the pattern is full and nothing is saved.

The method also answers only questions posed on its pattern. A quantity that needs distant entries of $D$, such as the exchange energy in Hartree–Fock theory, is not supplied by the selected entries. Discarding the distant part there would be a real truncation, and its error would have to be judged by the decay of $D$ together with the range of the interaction. Finding $\mu$ for a given electron number, and reaching self-consistency when $H$ depends on the density, are further tasks whose cost the pole count does not include.

## Calculated quantities

```
lattice sites: 400; hopping: 1.0 eV; target error: 1e-08
metal: mu = -2.0 eV, kT = 0.025 eV, T = 290.1 K
insulator: staggered site energy = +-2.0 eV, mu = 0 eV, T = 0 K
share of matrix entries computed: 5.8 %
share of matrix entries needed for energy: 1.20 %
metal: distance from mu to nearest level: 0.0000 eV
metal: half-width E used: 6.0000 eV; poles: 46
metal: guaranteed entry error: 4.86e-09; found: 3.80e-10
metal: electrons from selected entries: 142.348329
metal: band energy from selected entries: -413.276389 eV
metal: band energy error: 4.27e-08 eV
metal: largest uncomputed |D_ij|: 1.26e-01
metal: largest |D_ij| at 10 or more spacings: 1.68e-02
metal: entry error of 13x13 box scheme: 2.33e-02
insulator: distance from mu to nearest level: 2.0000 eV
insulator: half-width E used: 4.4721 eV; poles: 18
insulator: guaranteed entry error: 1.87e-09; found: 1.37e-10
insulator: electrons from selected entries: 400.000000
insulator: band energy from selected entries: -1080.633711 eV
insulator: band energy error: 1.27e-08 eV
insulator: largest uncomputed |D_ij|: 5.39e-02
insulator: largest |D_ij| at 10 or more spacings: 3.34e-05
insulator: entry error of 13x13 box scheme: 2.38e-07
pole ratio metal/insulator: 2.56
kT = 1e-01 eV: least poles 34, guaranteed 34, estimate 33.6
kT = 1e-02 eV: least poles 52, guaranteed 52, estimate 51.4
kT = 1e-03 eV: least poles 70, guaranteed 70, estimate 69.3
kT = 1e-04 eV: least poles 88, guaranteed 88, estimate 87.1
kT = 1e-05 eV: least poles 104, guaranteed 106, estimate 104.9
poles per decade of temperature: found 17.60, law 17.84
insulator: least poles by trial: 16
1D, side 1000 to 2000: work 3945 to 7939, exponent in N 1.01
2D, side 40 to 80: work 756264 to 7378720, exponent in N 1.64
3D, side 8 to 16: work 789639 to 71523516, exponent in N 2.17
```
